# Partial-wave truncation error, extrapolation and noise in helium-like second-order energies, part 2

The second-order energy $E_2$ of a two-electron ion (nuclear charge $Z$, singlet ground state, non-relativistic, fixed point nucleus) is summed over partial waves $l$ and extrapolated. Atomic units are used, with lengths in bohr$/Z$. The Hamiltonian is $Z^2(H_0+V/Z)$, with
$$H_0=-\tfrac12\nabla^2-\frac1{r_1}-\frac1{r_2},\qquad V=\frac1u,\qquad u=r_{12}=|\mathbf r_1-\mathbf r_2|.$$
The ground state of $H_0$ is $\psi_0=e^{-r_1-r_2}/\pi$, $\langle f\rangle$ averages over $\psi_0^2$, and $E_1=\langle V\rangle$.

Radially complete waves contribute $\Delta E_l$. With $\lambda=l+\tfrac12$, $E_X=\sum_{l=0}^{X-1}\Delta E_l$, $X=L+1$ and $E_\infty=E_2$:

(a) $\Delta E_l=-\frac{45}{256}\,\lambda^{-4}\Big(1-\frac{c}{\lambda^2}\Big)+O(\lambda^{-8}),\quad c=\frac54.$

(b) $E_X-E_\infty=AX^{-3}+BX^{-5}+r_X$, $r_X=O(X^{-7})$, where $A=\frac{15}{256}$ hartree, $B=-\frac{45}{256}(\frac16+\frac c5)$. Also $-\Delta E_l=T(l)-T(l+1)+O(\lambda^{-8})$, $T(s)=As^{-3}+Bs^{-5}$.

Two claims remain to be proved, for positive integers $Y<X$.

(c) $E_{\rm ext}=(X^3E_X-Y^3E_Y)/(X^3-Y^3)$ satisfies
$$E_{\rm ext}-E_\infty=B\,\frac{X^{-2}-Y^{-2}}{X^3-Y^3}+O(Y^{-7}).$$

(d) Let the inputs carry errors $\delta_X,\delta_Y$ and let $W=(X^3+Y^3)/(X^3-Y^3)$. If $|\delta_X|,|\delta_Y|\le\epsilon$, the error of $E_{\rm ext}$ is at most $W\epsilon$, and this bound is reached. For random errors with zero mean, equal standard deviation $\sigma$ and correlation coefficient $\rho$, the standard deviation of $E_{\rm ext}$ is $G\sigma$ with $G^2=1+\tfrac12(1-\rho)(W^2-1)$.

**Lemma 7.** $E_{\rm ext}=w_XE_X+w_YE_Y$, $w_X=\frac{X^3}{X^3-Y^3}$, $w_Y=-\frac{Y^3}{X^3-Y^3}$. The weights obey $w_X+w_Y=1$, $w_XX^{-3}+w_YY^{-3}=0$, $w_X=\tfrac12(W+1)$, $|w_Y|=\tfrac12(W-1)$, and $E_{\rm ext}=E_X+|w_Y|(E_X-E_Y)$.

**Lemma 1.** With $\psi_1=\psi_0g$ (possible because $\psi_0$ has no nodes), $E_2$ is the minimum of $J[f]=\tfrac12\langle|\nabla f|^2\rangle+2\langle(V-E_1)f\rangle$, reached at $f=g$.

**Corollary.** Adding $h=u/2$ to radially complete waves $l<X$ makes the error $O(X^{-7})$.

**From the proof of (a).** Let $x=2l+1$, $\sigma_r=r_1+r_2$, and $t=e^{-y}$ be the smaller radius over the larger. Then
$$\langle F\rangle=\int_0^\infty32\sigma_r^5e^{-2\sigma_r}d\sigma_r\int_0^\infty w(y)\,F\,dy,\qquad w(y)=\frac1{64\cosh^6(y/2)},$$
$$Q=\frac{e^{-y}}{x+2}-\frac{e^{y}}{x-2},\qquad D=1-\cosh y+\tfrac12Q.$$
The leading coefficient is $\frac{45}{16}=\tfrac12\cdot6\cdot\frac{60}{64}$. The cusp estimate of $\Delta E_l$ is $C_l=\frac{30}{x}\int_0^\infty w\,e^{-xy}Q\,dy$.

**Lemma 6.** $S(X)=\sum_{l\ge X}\lambda^{-4}$ obeys $\frac1{3X^3}-\frac1{6X^5}<S(X)<\frac1{3X^3}$.

### Proof of (c)

Insert $E_s=E_\infty+As^{-3}+Bs^{-5}+r_s$ into the weighted sum. The constant gives $E_\infty$ and the $A$ term gives zero. The $B$ term gives
$$B\,\frac{X^3X^{-5}-Y^3Y^{-5}}{X^3-Y^3}=B\,\frac{X^{-2}-Y^{-2}}{X^3-Y^3}.$$
The remainder gives $r_X+|w_Y|(r_X-r_Y)$. The weight $|w_Y|$ grows when $Y$ and $X$ are close, so its product with $r_X-r_Y$ needs a bound. The difference $r_X-r_Y$ is a sum of $X-Y$ single-wave remainders, each at most $C_0Y^{-8}$ for some constant $C_0$. The factorization $X^3-Y^3=(X-Y)(X^2+XY+Y^2)\ge3Y^2(X-Y)$ gives $|w_Y|\le Y/[3(X-Y)]$. The product is at most $\tfrac13C_0Y^{-7}$, and $r_X$ itself is $O(Y^{-7})$. $\square$

*Remark (size and sign of the bias).* The quantity $E_{\rm ext}-E_\infty$ for exact inputs is called the bias $b$. Here $B<0$ and $X^{-2}<Y^{-2}$, so the leading bias is positive and the extrapolation stops short of the limit. A general neglected term $D_qs^{-q}$ leaves $D_q(X^{3-q}-Y^{3-q})/(X^3-Y^3)$ by the same algebra. For neighbours, $Y=X-1$, and large $X$, each difference is replaced by a derivative, and this becomes $D_q(3-q)X^{2-q}/(3X^2)=D_q(1-q/3)X^{-q}$. A term with $q>3$ survives with reversed sign, and $b\approx-\tfrac23BX^{-5}$ at leading order. The extrapolation gains two powers of $X$ in this model. A term with $q<3$, a component that converges more slowly than assumed, survives with its own sign and is only partly reduced.

*Remark (the index).* If the same energies are labelled by $L=X-1$, the leading error reads $A(L+1)^{-3}=AL^{-3}-3AL^{-4}+\dots$. The second term has $q=4$ and $D_4=-3A$, so for neighbours it leaves a bias $+AL^{-4}$ at leading order. Only one power is gained instead of two. At small $L$ the series in $1/L$ converges slowly, and the bias is better obtained by applying the shifted weights to $A(L+1)^{-3}$ directly, as done in the example.

### Proof of (d)

The formula is linear, so input errors produce the output error $\delta=w_X\delta_X+w_Y\delta_Y$, independently of the energies themselves.

For bounded errors the triangle inequality gives $|\delta|\le(w_X+|w_Y|)\epsilon=W\epsilon$. The choice $\delta_X=\epsilon$, $\delta_Y=-\epsilon$ makes both terms positive and reaches the bound.

For random errors let an overbar denote the expectation value, with $\overline{\delta_X}=\overline{\delta_Y}=0$, $\overline{\delta_X^2}=\overline{\delta_Y^2}=\sigma^2$ and $\overline{\delta_X\delta_Y}=\rho\sigma^2$. Then $\bar\delta=0$, and squaring gives
$$\overline{\delta^2}=\sigma^2\big(w_X^2+w_Y^2+2\rho\,w_Xw_Y\big).$$
Squaring $w_X+w_Y=1$ gives $w_X^2+w_Y^2=1-2w_Xw_Y=1+2w_X|w_Y|$, and the correlation term is $-2\rho\,w_X|w_Y|$ because $w_Y<0$. Hence $G^2=1+2(1-\rho)w_X|w_Y|$. Lemma 7 gives $w_X|w_Y|=\tfrac14(W+1)(W-1)=\tfrac14(W^2-1)$, which is the stated form. No assumption on the shape of the distribution has been used. $\square$

*Remark (limits in $\rho$).* For independent errors, $\rho=0$, the gain is $G=\sqrt{(1+W^2)/2}=\sqrt{X^6+Y^6}/(X^3-Y^3)$. For $\rho=-1$ it is $W$, the worst case of the bounded analysis. For $\rho=1$ it is $1$, so an error common to both inputs is passed on unchanged. The statement that extrapolation amplifies noise is thus true only for the part of the noise that differs between the inputs. The last form in Lemma 7 shows the same thing directly, $\delta=\delta_X+|w_Y|(\delta_X-\delta_Y)$. If $E_X$ is built as $E_Y$ plus the further increments, errors in the waves $l<Y$ cancel in $\delta_X-\delta_Y$ and enter with weight $1$, while errors in the added increments enter with weight $1+|w_Y|=w_X$. If the two energies come from separate calculations with separate statistical or rounding errors of zero mean, the case $\rho=0$ is the natural model. For unequal standard deviations the same squaring gives $\overline{\delta^2}=w_X^2\sigma_X^2+w_Y^2\sigma_Y^2-2\rho\,w_X|w_Y|\sigma_X\sigma_Y$.

### Lemma 8 (growth of the gain)

$W$ depends only on the ratio $Y/X$ and increases with it. For neighbours, with $v=X-\tfrac12$,
$$W=\frac{2v}3+\frac{4v/3}{3v^2+\tfrac14}=\frac{2X-1}3+\frac4{9X}+O(X^{-2}),\qquad G(\rho=0)=\frac{\sqrt2}3\Big(X-\frac12\Big)+O(X^{-1}).$$

*Proof.* Dividing numerator and denominator by $X^3$ gives $W=(1+p)/(1-p)$ with $p=(Y/X)^3$, whose derivative $2/(1-p)^2$ is positive. For $X=v+\tfrac12$ and $Y=v-\tfrac12$ the binomial theorem gives $X^3+Y^3=2v^3+\tfrac32v$ and $X^3-Y^3=3v^2+\tfrac14$. Division starts with $\tfrac23v\,(3v^2+\tfrac14)=2v^3+\tfrac16v$, which leaves the remainder $(\tfrac32-\tfrac16)v=\tfrac43v$. For large $v$ the second term is $4/(9v)$, and $1/v=1/X+O(X^{-2})$. For the gain, $G=(W/\sqrt2)\sqrt{1+W^{-2}}=W/\sqrt2+O(W^{-1})$. $\square$

*Remark.* The extrapolation infers the whole tail, of size $AX^{-3}$, from the last increment, of size $3AX^{-4}$. The ratio of these leading terms is $X/3$. In the inferred tail, any error in the increment is multiplied by $|w_Y|=\tfrac12(W-1)$, which approaches $X/3$ in relative terms only for large $X$: at $X=6$ it is $1.374$, while $X/3=2$. At $X=6$ the exact form gives $W=3.6667+7.3333/91=3.7473$. The linear asymptote of $G$ gives $2.593$, which is $5.5\%$ below the exact $2.742$, because the $1$ in $(1+W^2)/2$ and the second term of $W$ are not yet negligible.

### Proposition 9 (bias against noise)

Let $e_X=E_X-E_\infty$ be the raw error and let the noise have zero mean. The mean-square error relative to $E_\infty$ is $b^2+G^2\sigma^2$ with extrapolation and $e_X^2+\sigma^2$ without. If $G>1$ and $|b|<e_X$, extrapolation lowers it exactly when $\sigma<\sigma^*$, where
$$\sigma^{*2}=\frac{e_X^2-b^2}{G^2-1}.$$

*Proof.* The total error is $b+\delta$, and $\overline{(b+\delta)^2}=b^2+2b\bar\delta+\overline{\delta^2}=b^2+G^2\sigma^2$ because $\bar\delta=0$. The same argument applies to $e_X+\delta_X$. The inequality $b^2+G^2\sigma^2<e_X^2+\sigma^2$ rearranges to $(G^2-1)\sigma^2<e_X^2-b^2$. $\square$

*Remark.* For neighbours, independent noise and large $X$, $e_X\approx AX^{-3}$ dominates $b$ and $G\approx\sqrt2X/3$, so $\sigma^*\approx3A/(\sqrt2X^4)$ at leading order. The tolerable noise falls one power faster than the error to be removed. At fixed $\sigma>0$ the rms error of the value extrapolated from neighbours grows without limit as $X\to\infty$, since $G$ does, so it has a minimum at a finite $X$, and beyond some $X$ the raw energy is the better estimate. At a fixed ratio $Y/X$ the gain does not grow, by Lemma 8. Widening the gap lowers $W$ by Lemma 8 and raises the leading bias. To see the second claim, cancel the factor $X-Y$ in (c), which gives $|B|(X+Y)/[X^2Y^2(X^2+XY+Y^2)]$. The factor $(X+Y)/Y^2=X/Y^2+1/Y$ and the factor $1/(X^2+XY+Y^2)$ both increase as $Y$ decreases.

### Worked example: a two-electron ion with $Z=39$

Take $Z=39$, for which the scaled unit of length is $0.01357$ angstrom. The level of theory is non-relativistic second-order perturbation theory in $1/Z$ with a fixed nucleus. The zeroth- and first-order energies are $-41389$ eV and $663.3$ eV. The quantity extrapolated is $E_2$ alone. Since $E_2$ does not depend on $Z$, every number in the tables below holds for any nuclear charge; the value of $Z$ fixes only the unit of length, the lower-order energies and the size of the neglected orders. The orders above the second amount to about $6$ meV for this ion, estimated by diagonalizing the non-relativistic Hamiltonian in a small Hylleraas basis. They are comparable with the raw error of $7.1$ meV at $X=6$ and are not part of $E_\infty$. Relativity is not small at this charge and is left out, so the meV digits below describe the model and not the spectrum of the ion.

The increments for $l\le20$ come from minimizing $J$ wave by wave in polynomials of $\sigma_r$ and $t$. The wave $l=0$ gives $-3.4105$ eV. It includes the relaxation of the orbitals from their bare-nucleus shape, since $H_0$ contains no screening. The sum up to $l=20$ plus the tail $T(21)$ gives $E_\infty=-0.1576664$ hartree $=-4.29032$ eV. An independent minimization in a Hylleraas basis of total degree $10$ in $r_1+r_2$, $r_1-r_2$ and $r_{12}$, which uses no partial waves, gives $-4.29031$ eV, higher by $0.010$ meV. The tables use $B=-1.9825$ eV, formed with the computed $c=1.239$ at $l=20$. The asymptotic $c=\frac54$ gives $-4.78325\times\frac5{12}=-1.993$ eV, a change of $0.5\%$ in $B$.

| $X$ | $E_X$/eV | $e_X$/meV | $AX^{-3}$/meV | $T(X)$/meV |
|---|---|---|---|---|
| 2 | −4.13148 | 158.845 | 199.302 | 137.350 |
| 4 | −4.26710 | 23.227 | 24.913 | 22.977 |
| 5 | −4.27815 | 12.176 | 12.755 | 12.121 |
| 6 | −4.28318 | 7.142 | 7.382 | 7.127 |
| 10 | −4.28875 | 1.575 | 1.594 | 1.575 |

The pure $X^{-3}$ law exceeds the true raw error by $25\%$ at $X=2$, by $3.4\%$ at $X=6$ and by $1.2\%$ at $X=10$, each relative to $e_X$.

**The pair $(5,6)$.** The cubes are $216$ and $125$ with difference $91$, so $w_X=216/91=2.3736$ and $w_Y=-125/91=-1.3736$. The difference of the inputs is the increment $\Delta E_5=-5.0340$ meV. Then
$$E_{\rm ext}=-4.28318\ \text{eV}-1.3736\times0.0050340\ \text{eV}=-4.29009\ \text{eV}=-0.1576581\ \text{hartree}.$$
The bias is $0.228$ meV against a raw error of $7.142$ meV, a reduction by a factor $31$. Reaching $0.228$ meV without extrapolation would need $X^3=1594/0.228\approx7000$ by the leading law, that is $X\approx19$.

Part (c) predicts $-1982.5\,(1/36-1/25)/91=0.266$ meV, which is $17\%$ above the true bias. The difference comes from the remainders $r_s=e_s-T(s)$, which the table gives as $r_6=0.015$ meV and $r_5=0.055$ meV. Their weighted sum is $(216\times0.015-125\times0.055)/91=-0.040$ meV, matching $0.228-0.266=-0.038$ meV within the rounding of the table. The prediction is poor at small $X$, $14.5$ meV against $7.8$ meV for $(2,3)$, and close at larger $X$, $0.056$ meV against $0.052$ meV for $(7,8)$.

Rounding is itself a bounded noise. Recomputing the bias from the tabulated raw errors gives $(216\times7.142-125\times12.176)/91=0.227$ meV instead of $0.228$ meV. Each entry is rounded by at most $0.0005$ meV, so the permitted discrepancy is $3.7473\times0.0005=0.002$ meV, and the observed one lies inside it.

**The shifted index.** Labelling the same two energies $4$ and $5$ gives the weights $125/61$ and $-64/61$, and the error $(125\times7.142-64\times12.176)/61=1.86$ meV, eight times the bias of the correct labels. The uncancelled leading term accounts for most of it, $1594.4\,(125/216-64/125)/61=1.74$ meV.

**Noise gain.** With $W=341/91=3.7473$, one has $\tfrac12(W^2-1)=6.521$. For $\rho=0$, $G=\sqrt{7.521}=2.742$. For $\rho=0.9$, $G=\sqrt{1.6521}=1.285$, and for $\rho=1$, $G=1$. Random sampling, with the two-equation system solved for each sample, gives $2.738$, $1.283$ and $0.999$. All three lie below the formula by less than $0.2\%$. They share the same random numbers, and in the case $\rho=1$ the printed value is simply the standard deviation of the sample itself. The break-even noise for independent errors is
$$\sigma^*=\sqrt{\frac{7.142^2-0.228^2}{6.521}}\ \text{meV}=\sqrt{7.81}\ \text{meV}=2.80\ \text{meV}.$$

**Choice of the pair.** Take the round value $\sigma=1$ meV with $\rho=0$ as a model parameter.

| pair | $b$/meV | $G$ | $W$ | rms/meV |
|---|---|---|---|---|
| (2,3) | 7.799 | 1.482 | 1.842 | 7.94 |
| (3,4) | 1.826 | 1.877 | 2.459 | 2.62 |
| (4,5) | 0.582 | 2.302 | 3.098 | 2.37 |
| (5,6) | 0.228 | 2.742 | 3.747 | 2.75 |
| (6,7) | 0.103 | 3.192 | 4.402 | 3.19 |
| (7,8) | 0.052 | 3.647 | 5.059 | 3.65 |
| (9,10) | 0.016 | 4.566 | 6.380 | 4.57 |

Among neighbouring pairs up to $X=10$ the smallest rms error belongs to $(4,5)$, and larger calculations give a worse extrapolated value. The raw rms error is $\sqrt{4.536^2+1}=4.64$ meV at $X=7$ and $\sqrt{3.056^2+1}=3.22$ meV at $X=8$. Extrapolation from neighbours wins at $X=7$, with $3.19$ meV, and loses at $X=8$, with $3.65$ meV. The wider pair $(4,6)$ has the ratio $Y/X=\tfrac23$ of the pair $(2,3)$ and therefore the same gain $1.482$, while its bias is $0.370$ meV. Its rms error is $\sqrt{0.370^2+1.482^2}=1.53$ meV, lower than that of every neighbouring pair in the table. At this noise level, accepting $0.14$ meV more bias than $(5,6)$ removes $1.26$ meV of noise.

The numerical check computes the increments, the tail sums and the noise gains by routes independent of the closed formulas. The limit used in the tables contains the closed-form tail $T(21)$ and is tested against the Hylleraas minimization to within $10^{-6}$ hartree. The value $c=\frac54$ is not asserted; the program prints the estimates at $l=12$ and $l=20$ and tests only that they agree to $3\%$.

### Remarks on where the theorem stops

Parts (a) to (c) require each wave to be radially complete. The integrals in the proof of (a) are concentrated where the radii differ by a fraction of order $1/x$, so the wave $l$ must resolve radial structure on that scale, and the demand grows with $l$. By Lemma 1 a radially incomplete wave gives an increment that is too small in magnitude. This error has a definite sign. In the added waves it enters $E_{\rm ext}$ with the weight $w_X$, and in the shared waves with the weight $1$, if the radial basis of those waves is the same in both calculations.

Correlation-consistent basis sets raise the radial and angular content together as the cardinal number increases, and no wave in them is complete. Using the two-point formula with the cardinal number in place of $X$ is a transfer by analogy that the theorem does not cover. In particular, the absence of an $X^{-4}$ term has been shown only for the partial-wave index $L+1$.

The absence of odd powers of $1/\lambda$ rests on the symmetry of $w$, $Q$ and $D$ under $x\to-x$, $y\to-y$, which was established for the second-order energy of this model. Nothing here excludes a $\lambda^{-5}$ term at higher orders of perturbation theory or in full configuration interaction. Such a term would give $q=4$, and the extrapolation would then gain one power of $X$.

The coefficient $A$ comes from the cusp $u/2$ weighted by $\psi_0^2$ with both electrons at the same point, a distance $r$ from the nucleus (since $\psi_0$ does not depend on angles, equal radii give the same value), integrated with the factor $r^5$. Setting $\sigma_r=2r$ in the weight turns the factor $\frac{60}{64}$ of the proof of (a) into $32\int_0^\infty r^5e^{-4r}dr=32\pi^2\int_0^\infty\psi_0^2\,r^5dr$. This is not the coalescence density, which carries $r^2$. For a pair whose wave function vanishes at $r_{12}=0$, such as a triplet pair, that weight is zero, Lemma 1 cannot be used in this form because $\psi_0$ has a node, and the theorem does not apply. When a term linear in $r_{12}$ is in the basis, the corollary shows that the error is $O(X^{-7})$. In any case where the true error is $D_qX^{-q}$ with $q>3$ and $D_q>0$, the $X^{-3}$ formula applied to neighbours overshoots the limit by $D_q(q/3-1)X^{-q}$ at leading order. For $q>6$ this exceeds the raw error, so the extrapolation does harm even with exact inputs. At finite $X$ the harm starts at smaller $q$. The exact ratio of overshoot to raw error is $[(X/Y)^{q-3}-1]/[1-(Y/X)^3]$, which reaches $1$ at $q\approx4.3$ for the pair $(2,3)$, $4.9$ for $(5,6)$ and $5.3$ for $(9,10)$.

Part (d), Lemma 8 and Proposition 9 use only the linearity of the formula and the weights of Lemma 7. They hold for any two numbers combined in this way, whether or not those numbers obey the $X^{-3}$ law.

## Computed values

```
hartree = 27.211386 eV; Z = 39; scaled length bohr/Z = 0.013569 angstrom
E0 = -41388.52 eV; first order = 663.278 eV
orders above second for Y37+ = 6.04 meV
45/256 hartree = 4.78325 eV; c(l=12) = 1.221; c(l=20) = 1.239
A = 0.058594 hartree = 1.59442 eV; B = -1.9825 eV
l  dE_l/meV  law/meV  dE_l/law  cusp estimate/dE_l
 1 -720.9701 -944.8398 0.7631 2.0859
 2 -106.2913 -122.4512 0.8680 1.3016
 3 -29.3265 -31.8751 0.9200 1.1504
 4 -11.0505 -11.6647 0.9473 1.0910
 5 -5.0340 -5.2272 0.9630 1.0611
 6 -2.6066 -2.6796 0.9727 1.0439
 7 -1.4802 -1.5117 0.9791 1.0330
 8 -0.9012 -0.9163 0.9835 1.0258
10 -0.3892 -0.3935 0.9890 1.0169
12 -0.1944 -0.1959 0.9922 1.0120
20 -0.0270 -0.0271 0.9971 1.0045
dE_0 = -3.41051 eV
E2 waves+tail = -0.1576664 hartree = -4.29032 eV
E2 Hylleraas order 10 = -4.29031 eV; difference = 0.0099 meV
E2 order 6: functional -4.29012 eV, diagonalization -4.29014 eV
tail S(2) = 3.731764e-02; upper 4.166667e-02; lower 3.645833e-02
tail S(6) = 1.522277e-03; upper 1.543210e-03; lower 1.521776e-03
X  E_X/eV  raw error/meV  A X^-3/meV  (A X^-3 + B X^-5)/meV
 2 -4.13148 158.845 199.302 137.350
 3 -4.23777 52.553 59.052 50.894
 4 -4.26710 23.227 24.913 22.977
 5 -4.27815 12.176 12.755 12.121
 6 -4.28318 7.142 7.382 7.127
 7 -4.28579 4.536 4.648 4.530
 8 -4.28727 3.056 3.114 3.054
 9 -4.28817 2.154 2.187 2.154
10 -4.28875 1.575 1.594 1.575
pair (X-1,X), sigma = 1.0 meV: X wX bias/meV pred/meV G W rms/meV
 3 1.4211 7.799 14.492 1.4821 1.8421 7.939
 4 1.7297 1.826 2.605 1.8774 2.4595 2.619
 5 2.0492 0.582 0.731 2.3022 3.0984 2.375
 6 2.3736 0.228 0.266 2.7424 3.7473 2.752
 7 2.7008 0.103 0.115 3.1917 4.4016 3.193
 8 3.0296 0.052 0.056 3.6466 5.0592 3.647
 9 3.3594 0.028 0.030 4.1052 5.7189 4.105
10 3.6900 0.016 0.017 4.5665 6.3801 4.567
best X at this sigma = 5
(5,6): wX = 2.3736, wY = -1.3736, E6-E5 = -5.0340 meV
(5,6): E_ext = -4.29009 eV = -0.1576581 hartree
(5,6): raw error / bias = 31.4
(5,6) labelled X = L, i.e. (4,5): error = 1.861 meV
(4,6): bias = 0.370 meV, G = 1.4821, W = 1.8421
(5,6) rho = 0.0: G = 2.7424, Monte Carlo = 2.7378
(5,6) rho = 0.9: G = 1.2853, Monte Carlo = 1.2831
(5,6) rho = 1.0: G = 1.0000, Monte Carlo = 0.9987
X = 6 asymptotes: (2X-1)/3 = 3.6667, sqrt2(X-1/2)/3 = 2.5927
(5,6): break-even sigma = 2.796 meV
```
